# Equilibrium carrier density near an ohmic contact to an undoped insulator, part 1

(Sections cited here and not found follow in the second part.)

## 1. The accumulation law in a half-space

Before the current through an undoped layer can be computed on a grid, two choices must be made at the injecting contact: how accurately the carrier density there has to be known, and how fine the grid has to be. A first guide to both is how the density falls with distance from the contact in equilibrium, a state from which a calculation under bias can start. If the fall is slow and carries a memory of the contact density, that density must be found with care. If the memory is lost within a short distance, a rough value will serve for the interior, and grid points are needed mainly near the contact.

### Setting and assumptions

An insulator fills the half-space $x > 0$, and a contact occupies $x \le 0$. All quantities depend on $x$ alone. The carriers are of one kind, with charge $q = +e$ for holes or $q = -e$ for electrons, where $e > 0$. Their number density is $n(x)$, the electrostatic potential is $\phi(x)$, and the permittivity $\varepsilon$ is the full one, that is, the relative permittivity times $\varepsilon_0$. The potential energy of a carrier is $U = q \phi$. A prime on a function of $x$ means a derivative with respect to $x$.

The assumptions are these.

- **A1.** The system is in equilibrium at temperature $T$, so no current flows.
- **A2.** The carriers are non-degenerate: few of the band states are filled, and mobility $\mu$ and diffusion constant $D$ obey the Einstein relation $D = \mu k_B T / e$.
- **A3.** The carriers are the only space charge. There are no charged dopants, no traps and no carriers of the other sign.
- **A4.** Each carrier responds to the average potential of all the others (mean field), and $\varepsilon$ is uniform.
- **A5.** The contact is ohmic in the sense that it holds the density just inside the insulator at a given value $n(0) = n_0$. The zero of potential is chosen there, so $U(0) = 0$.
- **A6.** The electric field tends to zero as $x \to \infty$.

Assumption A6 says that no other electrode and no distant charge acts on the insulator. It is a condition on the physical arrangement and does not follow from A1 to A5, as the proposition at the end of this half shows.

Two lengths will be used:

$$L_D = \sqrt{\frac{\varepsilon k_B T}{e^2 n_0}} , \qquad b = \sqrt{2}\, L_D .$$

The Debye length $L_D$ is defined here with the density at the contact. An undoped insulator has no bulk density that could take its place. Squaring $b$ gives an identity that is needed several times:

$$n_0 b^2 = \frac{2 \varepsilon k_B T}{e^2} . \qquad (1)$$

### The theorem

**Theorem.** Under A1 to A6 the carrier density is

$$n(x) = \frac{n_0}{\left[ 1 + x / (\sqrt{2} L_D) \right]^2} = \frac{n_0}{(1 + x/b)^2} , \qquad x \ge 0 .$$

The proof uses three lemmas. The first expresses the density through the potential energy, the second turns Poisson's equation into a form without parameters, and the third fixes the constant that appears when this equation is integrated once.

**Lemma 1.** Under A1, A2 and A5, $n = n_0 \exp(-U / k_B T)$.

*Proof.* The force on a carrier is $-U'$. A force $eF$ gives the drift speed $\mu F$, so a force $-U'$ gives the drift velocity $-(\mu / e) U'$. This holds for either sign of $q$, because the sign is already contained in $U$. Adding diffusion, the number of carriers that cross unit area per unit time towards larger $x$ is

$$\Gamma = -\frac{\mu}{e}\, n\, U' - D\, n' .$$

In equilibrium $\Gamma = 0$. Inserting $D = \mu k_B T / e$ and dividing by $-\mu / e$ leaves

$$n\, U' + k_B T\, n' = 0 , \qquad \text{or} \qquad \frac{n'}{n} = -\frac{U'}{k_B T} .$$

The left side of the last equation is the derivative of $\ln n$. Integration from $0$ to $x$, with $n(0) = n_0$ and $U(0) = 0$, gives $\ln (n / n_0) = -U / k_B T$. Taking the exponential proves the lemma. $\square$

Drift and diffusion are both present in this state, and they cancel at every depth. Diffusion carries carriers away from the crowded contact, and the field of the carriers already inside drives them back.

**Lemma 2.** Let $u = U / k_B T$ and $s = x / L_D$. Under A1 to A5,

$$\frac{d^2 u}{ds^2} = -e^{-u} , \qquad u(0) = 0 . \qquad (2)$$

*Proof.* By A3 the charge density is $q n$, so Poisson's equation reads $\varepsilon \phi'' = -q n$. Multiplying by $q$ gives

$$\varepsilon U'' = -q^2 n = -e^2 n ,$$

since $q^2 = e^2$ for both signs. The result therefore holds for electrons and holes alike. Dividing by $\varepsilon k_B T$ and inserting Lemma 1,

$$\frac{d^2 u}{dx^2} = -\frac{e^2 n_0}{\varepsilon k_B T}\, e^{-u} = -\frac{1}{L_D^2}\, e^{-u} .$$

Because $x = L_D s$, the second derivative with respect to $x$ is $L_D^{-2}$ times that with respect to $s$. The factor $L_D^{-2}$ cancels, and (2) remains. $\square$

From here on $u_s$ stands for $du/ds$.

**Lemma 3.** Every solution of (2) obeys

$$\tfrac{1}{2} u_s^2 = e^{-u} + C \qquad (3)$$

with a constant $C$. If A6 also holds, then $C = 0$ and $u_s = +\sqrt{2}\, e^{-u/2}$.

*Proof.* Multiply (2) by $u_s$. The left side becomes $u_s u_{ss}$, which is the derivative of $\frac{1}{2} u_s^2$. The right side becomes $-e^{-u} u_s$, which is the derivative of $e^{-u}$. Two functions with equal derivatives differ by a constant, and this is (3).

Now let the field vanish far away, so that $u_s \to 0$ as $s \to \infty$. Equation (3) then gives $e^{-u} \to -C$. As $e^{-u}$ is positive, its limit cannot be negative, and so $C \le 0$.

Suppose that $C < 0$. Then (2) gives $u_{ss} = -e^{-u} \to C$, a negative number. A slope whose rate of change tends to a negative number decreases without bound, which contradicts $u_s \to 0$. Hence $C = 0$.

With $C = 0$, (3) reads $u_s^2 = 2 e^{-u}$, so $u_s = \pm \sqrt{2}\, e^{-u/2}$. The right side is never zero and $u_s$ is continuous, so one sign holds throughout. With the minus sign $u$ would decrease, $e^{-u/2}$ would increase, and the magnitude of $u_s$ would grow with depth, again in contradiction to $u_s \to 0$. The plus sign holds. $\square$

**Proof of the theorem.** Consider $w = e^{u/2}$. By the chain rule and Lemma 3,

$$\frac{dw}{ds} = \tfrac{1}{2} u_s\, e^{u/2} = \tfrac{1}{2} \sqrt{2}\, e^{-u/2} e^{u/2} = \frac{1}{\sqrt{2}} .$$

So $w$ is linear in $s$. At the contact $u = 0$ and $w = 1$, which gives

$$e^{u/2} = 1 + \frac{s}{\sqrt{2}} = 1 + \frac{x}{\sqrt{2} L_D} = 1 + \frac{x}{b} . \qquad (4)$$

By Lemma 1, $n = n_0 e^{-u} = n_0 / (e^{u/2})^2$, and (4) yields the stated density.

It remains to see that this function does solve the problem. From (4), $u = 2 \ln (1 + s/\sqrt{2})$. Its first derivative is $\sqrt{2} / (1 + s/\sqrt{2})$, which tends to zero for large $s$ as A6 demands. Its second derivative is $-1 / (1 + s/\sqrt{2})^2 = -e^{-u}$, in agreement with (2). $\square$

The factor $\sqrt{2}$ beside $L_D$ can be traced to the first integral. The factor $\frac{1}{2}$ in (3) makes the slope of $u$ at the contact equal to $\sqrt{2}$, and half of this slope is the rate at which $w$ grows.

### Potential, field and charge

**Corollary.** Under the same assumptions:

1. The potential energy is $U(x) = 2 k_B T \ln (1 + x/b)$.
2. The field has the magnitude $|F(x)| = 2 k_B T / [e (x + b)]$ and pushes the carriers towards the contact.
3. The number of carriers per unit area deeper than $x$ is $N(x) = n_0 b^2 / (x + b)$.

*Proof.* Taking the logarithm of (4) and multiplying by $2 k_B T$ gives the first statement. Its derivative is $U' = 2 k_B T / (x + b)$. The force $-U'$ is negative and so points to the contact, and the field is the force divided by the charge. For the third statement, write $n = n_0 b^2 / (x + b)^2$ and integrate:

$$N(x) = \int_x^\infty \frac{n_0 b^2}{(y + b)^2}\, dy = \left[ -\frac{n_0 b^2}{y + b} \right]_x^\infty = \frac{n_0 b^2}{x + b} . \qquad \square$$

At $x = 0$ the total is $N(0) = n_0 b$, as if the density $n_0$ extended uniformly to the depth $b$. At $x = b$ the number still deeper is $n_0 b / 2$, so half of the carriers lie within $b$ of the contact.

The field and the charge agree with Gauss's law. Since the field vanishes far away, its magnitude at $x$ must be $e N(x) / \varepsilon$. Identity (1) turns this into $2 k_B T / [e (x + b)]$, which is the second statement. The contact carries the opposite charge, and the whole arrangement is neutral.

### Remarks on the use of the law

**Near and far from the contact.** For $x \ll b$ the density is $n \approx n_0 (1 - 2x/b)$, a linear fall. For $x \gg b$ the one in the denominator can be dropped, and (1) gives

$$n(x) \approx \frac{n_0 b^2}{x^2} = \frac{2 \varepsilon k_B T}{e^2 x^2} .$$

The contact density has disappeared. A larger $n_0$ puts more charge close to the contact, and this charge repels the carriers that would otherwise reach the interior. The fall is a power law because the carriers that provide the screening become rarer with depth. In a conductor with a fixed bulk density the screening length would be constant and a small excess would decay exponentially.

**Accuracy needed in the contact density.** Write $\ln n = \ln (n_0 b^2) - 2 \ln (x + b)$. By (1) the first term does not depend on $n_0$. Since $b$ is proportional to $n_0^{-1/2}$, we have $db / d \ln n_0 = -b/2$, and therefore

$$\frac{\partial \ln n}{\partial \ln n_0} = -\frac{2}{x + b} \left( -\frac{b}{2} \right) = \frac{b}{x + b} .$$

A small relative error in $n_0$ is passed on in full at the contact, by half at $x = b$, and by one eleventh at $x = 10 b$. This answers the first question of the opening, for equilibrium and at fixed $T$ and $\varepsilon$.

**Grid spacing.** The relative slope of the density is $n'/n = -2 / (x + b)$. If the density is to change by a small fraction $\eta$ from one grid point to the next, the spacing is $h = \eta (x + b) / 2$. It starts at $\eta b / 2$ and may grow in proportion to $x + b$.

**Restarting at another plane.** Any plane $x_1 > 0$ may be regarded as a contact with density $n_1 = n(x_1)$. Its length $b_1$ follows from (1) as $b_1^2 = n_0 b^2 / n_1 = (x_1 + b)^2$, so $b_1 = x_1 + b$, and the theorem applied from $x_1$ onwards returns the same profile. Suppose now that the assumptions fail close to the contact but hold beyond $x_1$. The density beyond $x_1$ then still has the form $2 \varepsilon k_B T / [e^2 (x + b')^2]$. Whatever happened near the contact enters through the one constant $b'$.

**Small currents.** In equilibrium the drift part of the current density has the magnitude $e \mu n |F| = 2 \mu k_B T\, n_0 b^2 / (x + b)^3$. The profile can survive a net current only where that current is much smaller than this. The disturbance need not be as small as the ratio of the two: for a space-charge-limited current into a thick layer it grows roughly as the two-thirds power of the ratio, and is about 5% where the ratio is 1%. As the drift part falls with the third power of $x + b$, a given current disturbs the interior first and the neighbourhood of the contact last.

### What the other values of $C$ describe

**Proposition 1.** Let $u$ solve (2) with a positive slope at the contact. If $C > 0$, the field tends to a constant, with $u_s \to \sqrt{2C}$. If $-1 < C < 0$, the field vanishes at the finite depth

$$s_m = \sqrt{\frac{2}{k^2}}\, \arccos k , \qquad k = \sqrt{-C} ,$$

where the density has its minimum $k^2 n_0$.

*Proof.* Take $w = e^{u/2}$ again. Equation (3) gives $u_s = \sqrt{2 (w^{-2} + C)}$ as long as the slope is positive, and so

$$\frac{dw}{ds} = \tfrac{1}{2} w\, u_s = \frac{1}{\sqrt{2}} \sqrt{1 + C w^2} . \qquad (5)$$

For $C > 0$ the right side is at least $1/\sqrt{2}$, so $w$ grows without limit, $e^{-u} = w^{-2}$ tends to zero, and (3) leaves $u_s^2 \to 2C$.

For $C = -k^2$, separate the variables in (5). The integral of $dw / \sqrt{1 - k^2 w^2}$ is $\arcsin (k w) / k$, and $w(0) = 1$, so

$$\arcsin (k w) = \frac{k s}{\sqrt{2}} + \arcsin k . \qquad (6)$$

The slope vanishes when $k w = 1$, that is, when the left side reaches $\pi / 2$. Solving for $s$ and using $\pi/2 - \arcsin k = \arccos k$ gives $s_m$. The density there is $n_0 / w^2 = k^2 n_0$. $\square$

The isolated half-space lies on the border between these cases. At the contact $u = 0$, so (3) gives $C = u_s(0)^2 / 2 - 1$, and the border belongs to the slope $\sqrt{2}$. With a slope 5% larger, $C = 1.05^2 - 1 = 0.1025$ and the scaled far field is $\sqrt{0.205} = 0.453$. With a slope 5% smaller, $k^2 = 1 - 0.95^2 = 0.0975$ and the field vanishes at $s_m = 5.68$. The first case needs a distant charge or electrode. The second describes a layer of finite thickness.

## 2. Finite layers, a diamond example and the limits of the law

The symbols are those of the first half. A contact at $x = 0$ holds the carrier density $n_0$, the permittivity is $\varepsilon$, and $b = \sqrt{2} L_D$ with $L_D^2 = \varepsilon k_B T / (e^2 n_0)$, so that $n_0 b^2 = 2 \varepsilon k_B T / e^2$. The potential energy of a carrier is $U = u\, k_B T$, with $U(0) = 0$ and $n = n_0 e^{-u}$. For an isolated half-space $n = n_0 / (1 + x/b)^2$ and $U = 2 k_B T \ln (1 + x/b)$; the field at the contact is $2 k_B T / (e b)$, and $n_0 b^2 / (x + b)$ carriers per unit area lie deeper than $x$. This is called the ideal profile below. If the field vanishes at a finite depth, where the density is $k^2 n_0$, then $w = e^{u/2}$ obeys $\arcsin (k w) = k x / b + \arcsin k$, which is (6) with $s / \sqrt{2} = x / b$.

### A layer of finite thickness

For an isolated half-space in equilibrium, the density falls as $n_0 / (1 + x/b)^2$, and far from the contact it no longer depends on $n_0$. It remains to treat a layer of finite thickness, to work through a diamond example, and to examine where the law fails.
